# Dirac 2p splitting in hydrogen-like ions: leading term and its error, part 1

(Sections cited here and not found follow in the second part.)

## Problem

One electron moves in the Coulomb field $V=-Z/r$ of a fixed point nucleus of charge $Z$ and obeys the Dirac equation. Atomic units are used in the algebra ($\hbar=m_e=e=4\pi\varepsilon_0=1$), so the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant, and energies are in hartree. Define $x=Z\alpha$ and assume $x<1$. The size of the nucleus, its recoil and all corrections of quantum electrodynamics are left out, and "exact" means exact for this Hamiltonian. The quantity of interest is

$$\Delta = E(2p_{3/2})-E(2p_{1/2}).$$

(a) Estimate by scaling how $\Delta$ depends on $Z$ and $\alpha$, and how large the relative error of such an estimate should be.

(b) Obtain the bound-state energies (the Sommerfeld formula), expand them in powers of $x$, and find the leading term $\Delta_0$ of the splitting.

(c) Find the error of $\Delta_0$ relative to the exact splitting, $\eta=(\Delta_0-\Delta)/\Delta$, for $Z=10$, $50$ and $80$. The last case is the ion Hg$^{79+}$ at the point-nucleus Dirac level.

## First estimate by scaling

Without relativity the level with principal quantum number $n$ lies at $-Z^2/(2n^2)$, whatever the angular momentum, so the two 2p levels coincide. The virial theorem for a Coulomb potential makes the mean kinetic energy equal to the binding energy, $\tfrac12\langle v^2\rangle=Z^2/(2n^2)$, so the typical speed is $v=Z/n$. Relativistic corrections to an energy enter in powers of $(v/c)^2=(Z\alpha/n)^2$, as in the expansion $\sqrt{c^4+c^2p^2}=c^2+\tfrac12p^2\,[1-p^2/(4c^2)+\dots]$. Any splitting within the shell should then be about the binding energy times $(v/c)^2$:

$$\Delta\sim\frac{Z^2}{2n^2}\,\frac{Z^2\alpha^2}{n^2}=\frac{Z^4\alpha^2}{2n^4},\qquad n=2:\quad \Delta\sim\frac{Z^4\alpha^2}{32}.$$

The argument fixes the powers $Z^4\alpha^2$. It leaves open a numerical factor of order one, which may depend on $n$, $l$ and $j$, and it does not say which level lies higher.

The next correction carries one more factor of $(v/c)^2$, so the relative error of a pure $Z^4\alpha^2$ law should be $x^2$ times a number of order one. The mean speed in the shell suggests $x^2/4$. The speed near the nucleus is larger, which would raise the number. With $\alpha=7.29735\times10^{-3}$ the values of $x^2$ are $0.0053$, $0.133$ and $0.341$ for $Z=10$, $50$, $80$. The expected errors are thus a fraction of a percent, about ten percent, and some tens of percent, with undetermined sign.

## Exact solution

### Radial equations

Write the Dirac spinor as an upper two-component spinor $\varphi$ and a lower one $\chi$. With $E$ the total energy, rest energy $c^2$ included, and $\boldsymbol\sigma$ the Pauli matrices, the Dirac equation reads

$$(V+c^2-E)\,\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=0,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-c^2-E)\,\chi=0. \tag{1}$$

The Pauli matrices obey $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B)$. For $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ this gives $\sigma_r^2=1$. Inserting this unit factor and applying the identity with $\mathbf A=\hat{\mathbf r}$, $\mathbf B=\mathbf p$, $\hat{\mathbf r}\cdot\mathbf p=-i\partial_r$ and $\hat{\mathbf r}\times\mathbf p=\mathbf L/r$,

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r\,(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)=\sigma_r\left(-i\,\partial_r+\frac{i\,\boldsymbol\sigma\cdot\mathbf L}{r}\right). \tag{2}$$

Let $\Omega_\kappa$ be the spin-angular function that couples orbital angular momentum $l$ and spin $\tfrac12$ to $j$, $m_j$. Since $\mathbf J=\mathbf L+\boldsymbol\sigma/2$, squaring gives $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$, which equals $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. Define $\kappa$ by $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\,\Omega_\kappa$. Then $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. In both cases $k\equiv|\kappa|=j+\tfrac12$ and $\kappa(\kappa+1)=l(l+1)$. The values needed are $\kappa=+1$ for $p_{1/2}$, $\kappa=-2$ for $p_{3/2}$ and $\kappa=-1$ for $s_{1/2}$.

The operator $\sigma_r$ is unchanged by a joint rotation of space and spin, so it keeps $j$ and $m_j$. It is odd in $\hat{\mathbf r}$, so it changes the parity $(-1)^l$. For given $j$ only $l=j\pm\tfrac12$ exist, so $\sigma_r\Omega_\kappa$ is proportional to $\Omega_{-\kappa}$. Being Hermitian with square one, $\sigma_r$ keeps the norm, and the relative phase of the two functions can be chosen so that $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. Applying $\sigma_r$ again gives $\sigma_r\Omega_{-\kappa}=-\Omega_\kappa$.

Take $\varphi=(P/r)\,\Omega_\kappa$ and $\chi=(iQ/r)\,\Omega_{-\kappa}$. With $\partial_r(P/r)=P'/r-P/r^2$, equation (2) gives

$$\boldsymbol\sigma\cdot\mathbf p\,\varphi=\sigma_r\left[-i\frac{P'}{r}+i\frac{P}{r^2}-i(\kappa+1)\frac{P}{r^2}\right]\Omega_\kappa=\frac{i}{r}\left(P'+\frac{\kappa P}{r}\right)\Omega_{-\kappa}.$$

The same calculation with $\kappa\to-\kappa$ and $P\to iQ$ gives $\boldsymbol\sigma\cdot\mathbf p\,\chi=-\frac1r\left(Q'-\kappa Q/r\right)\Omega_\kappa$. The first of equations (1) becomes $(V+c^2-E)P-c(Q'-\kappa Q/r)=0$. The second, after the common factor $i/r$ is cancelled, becomes $c(P'+\kappa P/r)+(V-c^2-E)Q=0$. Divide by $c$, use $\alpha V=-x/r$, and set $A=\alpha(c^2+E)$, $B=\alpha(c^2-E)$:

$$P'=-\frac{\kappa}{r}P+\left(A+\frac{x}{r}\right)Q,\qquad Q'=\frac{\kappa}{r}Q+\left(B-\frac{x}{r}\right)P. \tag{3}$$

The label $2p$ refers to the $l$ of the upper component $P$. The lower component of $p_{1/2}$ has $-\kappa=-1$ and is $s$-like.

### Series solution

A bound state has $|E|<c^2$, so $A$ and $B$ are positive. At large $r$ equations (3) reduce to $P'=AQ$, $Q'=BP$, hence $P''=ABP$, and the decaying solution goes as $e^{-\lambda r}$ with $\lambda=\sqrt{AB}$. Put

$$P=e^{-\lambda r}\sum_{m\ge0}a_m r^{\gamma_k+m},\qquad Q=e^{-\lambda r}\sum_{m\ge0}b_m r^{\gamma_k+m}.$$

The derivative of $e^{-\lambda r}r^{\gamma_k+m}$ is $e^{-\lambda r}[(\gamma_k+m)r^{\gamma_k+m-1}-\lambda r^{\gamma_k+m}]$. The coefficient of $r^{\gamma_k+m-1}$ in the first equation gives $(\gamma_k+m)a_m-\lambda a_{m-1}=-\kappa a_m+Ab_{m-1}+xb_m$, and in the second $(\gamma_k+m)b_m-\lambda b_{m-1}=\kappa b_m+Ba_{m-1}-xa_m$. Rearranged, with $a_{-1}=b_{-1}=0$,

$$(\gamma_k+m+\kappa)\,a_m-x\,b_m=\lambda a_{m-1}+A\,b_{m-1}, \tag{4a}$$

$$x\,a_m+(\gamma_k+m-\kappa)\,b_m=\lambda b_{m-1}+B\,a_{m-1}. \tag{4b}$$

For $m=0$ the right sides vanish, and a nonzero solution needs a zero determinant, $\gamma_k^2-\kappa^2+x^2=0$. The positive root is taken:

$$\gamma_k=\sqrt{k^2-x^2}.$$

The negative root gives $P^2+Q^2\propto r^{-2\gamma_k}$, which cannot be normalized when $\gamma_k\ge\tfrac12$ and makes the mean potential energy $\int(P^2+Q^2)V\,dr$ diverge for every $\gamma_k>0$. For $k=1$ the exponent is real and positive only if $x<1$, which is the origin of that condition; with $1/\alpha=137.036$ it admits $Z\le137$. For $m\ge1$ the determinant is $(\gamma_k+m)^2-\kappa^2+x^2=m(2\gamma_k+m)>0$, so each pair $a_m,b_m$ is fixed by the previous pair.

Because $AB=\lambda^2$, $\lambda$ times the right side of (4a) and $A$ times the right side of (4b) both equal $\lambda^2a_{m-1}+\lambda A\,b_{m-1}$. The left sides must agree in the same way, for every $m\ge0$:

$$\lambda\left[(\gamma_k+m+\kappa)a_m-xb_m\right]=A\left[xa_m+(\gamma_k+m-\kappa)b_m\right]. \tag{5}$$

For large $m$ the terms proportional to $m$ dominate and (5) gives $Ab_m\to\lambda a_m$. Equation (4a) then becomes $m\,a_m\approx2\lambda a_{m-1}$, the rule obeyed by the coefficients of $e^{2\lambda r}$. A series that does not stop therefore turns $e^{-\lambda r}$ into $e^{+\lambda r}$ and cannot be normalized.

### The Sommerfeld formula

The series stops at $m=N$ if and only if both right sides of (4) vanish for $m=N+1$. Since $B=\lambda^2/A$, the second right side is $\lambda/A$ times the first, and there is one condition, $b_N=-\lambda a_N/A$. Insert it in (5) at $m=N$ and cancel $a_N$:

$$\lambda(\gamma_k+N+\kappa)+xB=xA-\lambda(\gamma_k+N-\kappa).$$

The terms in $\kappa$ cancel, leaving $2\lambda(\gamma_k+N)=x(A-B)=2x\alpha E$, so $E>0$. Squaring $\lambda(\gamma_k+N)=x\alpha E$ with $\lambda^2=\alpha^2(c^4-E^2)$ gives $(c^4-E^2)(N+\gamma_k)^2=x^2E^2$, that is

$$E=c^2\left[1+\frac{x^2}{(N+\gamma_k)^2}\right]^{-1/2}=c^2\,\frac{N+\gamma_k}{\sqrt{(N+\gamma_k)^2+x^2}}. \tag{6}$$

As $x\to0$, $\gamma_k\to k$ and $E-c^2\to-c^2x^2/[2(N+k)^2]=-Z^2/[2(N+k)^2]$, which identifies $n=N+k$. Equation (6) with $N=n-k$ is the Sommerfeld formula.

The case $N=0$ has a further condition, since (4a) must hold by itself at $m=0$: $(\gamma_k+\kappa)a_0=xb_0=-x(\lambda/A)a_0$. The right side is a negative multiple of $a_0$, so $\gamma_k+\kappa<0$, which excludes $\kappa>0$. For $\kappa=-k$ the condition is met: (6) gives $E/c^2=\gamma_k/k$, so $\lambda/A=\sqrt{B/A}=\sqrt{(k-\gamma_k)/(k+\gamma_k)}=(k-\gamma_k)/x$, using $x^2=(k-\gamma_k)(k+\gamma_k)$, and $-x\lambda/A=\gamma_k-k$ as required. The lowest $p_{1/2}$ level thus has $k=1$, $N=1$, $n=2$, and shares its energy with $2s_{1/2}$, since (6) contains $\kappa$ only through $k$. The lowest $p_{3/2}$ level has $k=2$, $N=0$, $n=2$.

### Expansion to order $x^4$

The binomial series $\sqrt{1-z}=1-\frac z2-\frac{z^2}8-\frac{z^3}{16}-\frac{5z^4}{128}-\dots$, valid for $|z|<1$, gives $\gamma_k=k\sqrt{1-x^2/k^2}=k-x^2/(2k)-\dots$ Hence $N+\gamma_k=n\,[1-x^2/(2nk)-\dots]$. Let $y=x^2/(N+\gamma_k)^2$. With $(1-t)^{-2}=1+2t+\dots$,

$$y=\frac{x^2}{n^2}+\frac{x^4}{n^3k}+O(x^6),\qquad y^2=\frac{x^4}{n^4}+O(x^6).$$

Insert these in $(1+y)^{-1/2}=1-\tfrac12y+\tfrac38y^2-\dots$:

$$\frac{E}{c^2}=1-\frac{x^2}{2n^2}-\frac{x^4}{2n^3k}+\frac{3x^4}{8n^4}+O(x^6).$$

Multiply by $c^2$, using $c^2x^2=Z^2$ and $c^2x^4=Z^4\alpha^2$, and take out $1/(2n^4)$:

$$E-c^2=-\frac{Z^2}{2n^2}-\frac{Z^4\alpha^2}{2n^4}\left(\frac nk-\frac34\right)+O(Z^6\alpha^4). \tag{7}$$

For $n=2$ the prefactor is $Z^4\alpha^2/32$. The bracket is $2-\frac34=\frac54$ for $k=1$ and $1-\frac34=\frac14$ for $k=2$, so the shifts are $-\frac5{128}Z^4\alpha^2$ for $2p_{1/2}$ and $-\frac1{128}Z^4\alpha^2$ for $2p_{3/2}$. Both levels move down, $2p_{1/2}$ further, and the difference is $\frac4{128}$:

$$\Delta_0=\frac{Z^4\alpha^2}{32}\ \text{hartree}. \tag{8}$$

### Origin of the leading term

Equations (3) show what produces (8). Put $\rho=Zr$, $E-c^2=Z^2e$ and $w=e+1/\rho$. Then $d/dr=Z\,d/d\rho$, and dividing by $Z$, $(A+x/r)/Z=2c/Z+\alpha Ze+x/\rho=2/x+xw$ and $(B-x/r)/Z=-xw$. With $Q=xq$ and primes now meaning $d/d\rho$,

$$P'+\frac\kappa\rho P=(2+x^2w)\,q,\qquad q'-\frac\kappa\rho q=-wP. \tag{9}$$

Only $x^2$ remains as a parameter, so $E-c^2$ is $Z^2$ times a function of $x^2$. This is the exact content of the scaling argument.

Solve the first equation for $q$ and expand, $1/(2+x^2w)=\frac12-\frac14x^2w+\dots$ The expansion fails where $x^2/\rho$ is not small, that is for $\rho\lesssim x^2$. Near the origin the integrand found below goes as $\rho$ for $\kappa=1$ and as $\rho^2$ for $\kappa=-2$, so that region contributes a relative amount of order $x^4$ at most to the integral and does not affect the first order. Let $D_\pm=d/d\rho\pm\kappa/\rho$. Direct differentiation gives $D_-D_+P=P''+\kappa P'/\rho-\kappa P/\rho^2-\kappa P'/\rho-\kappa^2P/\rho^2=P''-\kappa(\kappa+1)P/\rho^2$. The second equation, $D_-q=-wP$, multiplied by $-1$, becomes

$$-\tfrac12P''+\frac{\kappa(\kappa+1)}{2\rho^2}P-\frac1\rho P+\frac{x^2}4D_-\!\left[w\,D_+P\right]=eP.$$

At $x=0$ this is the radial Schrödinger equation of hydrogen. Both 2p levels have $\kappa(\kappa+1)=2$ and the same solution $P_0=\rho^2e^{-\rho/2}$, $e_0=-\frac18$: indeed $P_0''-2P_0/\rho^2=(-2\rho+\rho^2/4)e^{-\rho/2}=-2w_0P_0$ with $w_0=1/\rho-\frac18$. Write $P=P_0+x^2P_1$, $e=e_0+x^2e_1$, keep the order $x^2$, multiply by $P_0$ and integrate. The terms in $P_1$ drop out because the zeroth-order operator is Hermitian and $P_0$ is its eigenfunction. What is left is $e_1\int P_0^2=\frac14\int P_0D_-[w_0D_+P_0]$. The product rule gives $D_-[w_0D_+P_0]=w_0D_-D_+P_0+w_0'D_+P_0=-2w_0^2P_0-\rho^{-2}(P_0'+\kappa P_0/\rho)$. An integration by parts, whose boundary term $P_0^2/\rho^2$ vanishes at both ends, gives $\int P_0P_0'\rho^{-2}=\frac12\int(P_0^2)'\rho^{-2}=\int P_0^2\rho^{-3}$. With angle brackets for averages over $P_0^2$,

$$e_1=-\tfrac12\langle w_0^2\rangle-\tfrac14(\kappa+1)\langle\rho^{-3}\rangle. \tag{10}$$

From $\int_0^\infty\rho^me^{-\rho}d\rho=m!$ the norm is $4!=24$, and $\langle\rho^{-1}\rangle=\frac{6}{24}=\frac14$, $\langle\rho^{-2}\rangle=\frac2{24}=\frac1{12}$, $\langle\rho^{-3}\rangle=\frac1{24}$. Then $\langle w_0^2\rangle=\frac1{12}-\frac14\cdot\frac14+\frac1{64}=\frac{16-12+3}{192}=\frac7{192}$. For $\kappa=1$, $e_1=-\frac7{384}-\frac8{384}=-\frac5{128}$. For $\kappa=-2$, $e_1=-\frac7{384}+\frac4{384}=-\frac1{128}$. Both agree with (7).

The first term of (10) is common to both levels. Since $Z^2w_0$ is the nonrelativistic kinetic energy $p^2/2$ acting on the state, $-\frac12Z^2x^2\langle w_0^2\rangle=-\frac18\alpha^2\langle p^4\rangle$, the relativistic correction to the kinetic energy. In the second term $-(\kappa+1)=\boldsymbol\sigma\cdot\mathbf L=2\,\mathbf L\cdot\mathbf S$, and $Z^2x^2\rho^{-3}=Z\alpha^2r^{-3}$, so it is the spin–orbit energy $\frac12Z\alpha^2\langle r^{-3}\rangle\,\mathbf L\cdot\mathbf S$. At leading order the whole splitting is spin–orbit: $\kappa+1$ goes from $2$ to $-1$, and $\frac34\cdot\frac1{24}=\frac1{32}$.

The Sommerfeld formula (6) gives the exact levels, and its expansion gives the leading splitting $\Delta_0=Z^4\alpha^2/32$ hartree, which is entirely spin–orbit. What remains is to find the error of $\Delta_0$ relative to the exact splitting for $Z=10$, $50$ and $80$.
